Quasi-steady silicide growth and the exact one-phase Stefan solution

Suppose that the diffusivity of the metal in a growing silicide and the composition range of that silicide are both known, and that the layer thickness after an anneal is wanted. One choice is to assume a straight concentration profile at every instant and write the answer in one line. The other is to solve the diffusion equation with its moving boundary. The same choice arises when a diffusivity is to be extracted from a measured growth constant. It hangs on how far the straight-profile constant lies from the exact one. For a diffusivity that is constant across the layer, the answer depends on a single number S, defined below: the straight profile, drawn in a coordinate tied to the silicon atoms and combined with the metal balance at the silicon front, overestimates the growth constant by a fraction close to S/3 when S is small.

**The model and its conventions**

A silicide layer lies between a metal film and silicon. Only the metal moves through it. The coordinate x is fixed to the silicon atoms of the silicide, so the metal side stays at x = 0 and new silicide forms only at the silicon front, x = s(t). Lengths are scaled by the volume per silicon atom at the silicon-rich composition limit. Any swelling with metal content is thereby left out of s and is estimated later.

Let c(x,t) be the number of metal atoms per unit volume in this coordinate. The metal film holds c at c0 on its side, and equilibrium with silicon holds it at cs at the front. Write Δc = c0 − cs. The diffusivity D is constant for now, and the flux is J = −D c_x, where a subscript x or t denotes a derivative. This D is the chemical diffusivity that relates the metal flux, measured relative to the silicon atoms, to the gradient of c in this coordinate. If metal and silicon atoms take up equal volumes, it is close to the interdiffusion coefficient. The intrinsic diffusivity of the metal, defined with ordinary concentrations, is then about three times larger in a silicide with two metal atoms per silicon atom. A tracer diffusivity cannot be used for D either: the two differ mainly by a thermodynamic factor, which in a compound with a narrow composition range can run from about a hundred to over a thousand. For instance, a drop of 60 kJ/mol in the chemical potential of the metal across a range of 1 at.% at 573 K makes D a few hundred times the tracer value, and a narrower range raises the ratio further. Inside the layer

c_t = −J_x = D c_xx.

The front condition follows from counting metal. Metal dissolved in the silicon is neglected, so the layer content changes only by the flux entering at x = 0:

d/dt ∫₀ˢ c dx = J(0).

The upper limit moves, so the left side is cs s′ + ∫₀ˢ c_t dx, with s′ = ds/dt. Since c_t = −J_x, the integral equals J(0) − J(s). Therefore

cs s′ = J(s) = −D c_x(s).

The Stefan number compares the variation of metal content across the layer with the content needed to make new layer:

S = Δc/cs.

For a compound with a narrow composition range, S is small. The growth constant is defined here by s² = Kt; some authors' constants defined by s² = 2Kt would be half as large.

**Back-of-envelope argument**

If the profile is straight, −c_x = Δc/s everywhere. The front condition gives cs s′ = DΔc/s, hence

s s′ = SD, s² = 2SDt, K_qs = 2SD.

This is the quasi-steady result. Its weakness is that a straight profile carries the same flux at every depth, whereas the layer must also store metal. As the front recedes, the content at fixed x rises. To find the size of this effect, take the straight profile c = cs + Δc(1 − x/s) and differentiate it at fixed x:

c_t = Δc x s′/s².

The flux must fall with depth to supply this storage. Integrating J_x = −c_t from the metal side gives

J(x) = J(0) − Δc s′ x²/(2s²).

One property of the flux needs no approximation. Its average over the layer is fixed by the end concentrations, because (1/s)∫₀ˢ(−D c_x)dx = DΔc/s. The average of x²/(2s²) is 1/6, so

J(0) = DΔc/s + Δc s′/6.

At the front, x²/(2s²) = 1/2, and 1/6 − 1/2 = −1/3:

J(s) = DΔc/s − Δc s′/3.

Setting J(s) = cs s′ and dividing by cs gives s′ = SD/s − S s′/3, or

s s′ = SD/(1 + S/3), K ≈ 2SD/(1 + S/3).

The quasi-steady constant is therefore too large by the fraction S/3, relative to the corrected constant. The front receives less than the average flux because part of the metal has been left behind in the layer. The estimate used a straight profile to calculate the storage, so it is reliable to first order in S. The second order needs the true profile.

**The exact solution**

Define u = (c − cs)/Δc, which is 1 at the metal side and 0 at the front. It obeys u_t = D u_xx. For a layer that starts from zero thickness the problem contains no length of its own, so try u = f(η) with η = x/(2√(Dt)). At fixed x, η falls as t^(−1/2), so u_t = −(η/2t)f′. Two x-derivatives give u_xx = f″/(4Dt). Substitution yields

f″ = −2η f′.

Hence f′ is proportional to exp(−η²), and f is a constant plus a multiple of erf η. The front must sit at a fixed η, called λ, because f = 0 there at all times. Thus

s = 2λ√(Dt), u = 1 − erf η/erf λ.

The front condition fixes λ. Its left side contains s′ = λ√(D/t). For the right side, the derivative of erf η is (2/√π)exp(−η²), and η_x = 1/(2√(Dt)), so

−D c_x(s) = Δc √(D/t) exp(−λ²)/(√π erf λ).

Dividing cs s′ = −D c_x(s) by cs√(D/t) and rearranging gives

S = √π λ exp(λ²) erf λ.

The right side rises steadily from zero without limit, so each positive S has one root λ. Since s² = 4λ²Dt, it is convenient to set q = 2λ², and then

K = 2Dq, K_qs/K = S/q.

The number q also has a direct meaning: s s′ = K/2 = Dq, so q is the ratio of the diffusion time s²/D to the growth time s/s′. The quasi-steady picture is good when the layer relaxes much faster than it grows.

**Expansion and a bound**

Let G(λ) = √π exp(λ²) erf λ, so that S = λG. Differentiation gives

G′ = 2λG + 2.

Insert the odd series G = a₀λ + a₁λ³ + a₂λ⁵ + …. The constant term gives a₀ = 2, and the coefficient of λ²ⁿ gives (2n + 1)aₙ = 2aₙ₋₁. Thus a₁ = 4/3 and a₂ = 8/15. With 2λ² = q,

S = q + q²/3 + q³/15 + …,

where the coefficient of qⁿ⁺¹ is 1/(2n + 1)!!, the inverse product of the odd numbers up to 2n + 1. The fractional overestimate, relative to the exact K, is

ε = S/q − 1 = q/3 + q²/15 + ….

To express it through S, invert the first two terms: q = S − S²/3 + …. Then q/3 contributes S/3 − S²/9, and q²/15 contributes S²/15. Since −1/9 + 1/15 = −2/45,

ε = S/3 − 2S²/45 + ….

The series also gives a bound for every positive S. The term in qⁿ of ε is 1/(2n + 1)!!, while that of S/3 is 1/[3(2n − 1)!!]. Their ratio is 3/(2n + 1), which equals 1 for n = 1 and is smaller for all later terms. All terms are positive, so

0 < ε < S/3.

For constant D, the quasi-steady constant thus lies above the exact one at every positive S, and S/3 is a ceiling on the error as well as its leading value.

**Where the third comes from**

The factor can be traced without solving for the profile. Multiply c_t = D c_xx by x and integrate over the layer. On the right, integration by parts gives

D[x c_x − c]₀ˢ = D s c_x(s) + DΔc = −cs s s′ + DΔc.

On the left, ∫x c_t dx equals d/dt ∫x(c − cs)dx. The moving limit adds nothing, because c − cs vanishes at the front. Therefore

cs s s′ + d/dt ∫₀ˢ x(c − cs)dx = DΔc.

With ξ = x/s, the integral is Δc s² m, where m = ∫₀¹ ξu dξ. In the similarity solution m is constant, so its time derivative is 2Δc m s s′. Dividing by cs,

s s′(1 + 2Sm) = SD, ε = 2Sm.

A straight profile has m = 1/2 − 1/3 = 1/6, which gives S/3. The true profile has f′ < 0 and hence f″ = −2ηf′ > 0. It is convex and lies below the straight line joining its ends. Its m is therefore less than 1/6, which is the physical reason for ε < S/3.

**A different balance gives a different error**

The fraction S/3 belongs to the straight profile combined with the balance at the front. The same profile can instead be put into the balance of the whole layer. The total metal content is then cs s(1 + S/2), and the entry flux is taken as DΔc/s:

cs(1 + S/2)s′ = DΔc/s, K_mean = 2SD/(1 + S/2).

Compared with the exact constant,

K_mean/K = (1 + ε)/(1 + S/2) ≈ 1 + S/3 − S/2 = 1 − S/6.

This version is too small by about S/6. The fluxes explain both signs. In units of DΔc/s, the exact front flux is q/S ≈ 1 − S/3. The gradient is proportional to exp(−η²), so the entry flux is larger by exp(λ²) ≈ 1 + S/2, which makes it about 1 + S/6. The straight profile overstates the flux at the front and understates it at the entrance. A statement about the quasi-steady error must therefore say which balance was used, and also in which length coordinate the profile was taken as straight.

**Comparison in numbers**

Take a model silicide M₂Si grown for 600 s at 573 K. The metal-to-silicon ratio is 2.10 at the metal side and 2.00 at the front, and D = 100 nm²/s. Because lengths are tied to the silicon atoms, c is proportional to this ratio, and

S = (2.10 − 2.00)/2.00 = 0.05.

Solving the equation for λ numerically by bracketing gives λ = 0.15682 and q = 0.049186. The constants are

K = 2 × 100 × 0.049186 = 9.837 nm²/s = 9.84 × 10⁻¹⁴ cm²/s,

K_qs = 2 × 0.05 × 100 = 10.000 nm²/s = 1.00 × 10⁻¹³ cm²/s.

The overestimate is 1.656 %, against 1.667 % from S/3. The whole-layer balance gives 10.000/1.025 = 9.756 nm²/s, which is 0.82 % too small.

Thickness varies as √K, so its relative error is about half as large. The exact thickness is √(9.837 × 600) = 76.8 nm and the quasi-steady one is √(10 × 600) = 77.5 nm, a difference of 0.6 nm when taken before rounding. In the reverse problem, a measured K of 9.837 nm²/s with known S would give D = K/(2S) = 98.4 nm²/s by the quasi-steady law, instead of 100. The correction is to multiply by 1 + ε.

For larger S the errors, relative to the exact K, are:

S = 0.2: K_qs +6.5 %, K_mean −3.2 %
S = 0.5: K_qs +15.7 %, K_mean −7.4 %
S = 1: K_qs +30.0 %, K_mean −13.3 %
S = 2: K_qs +56.0 %, K_mean −22.0 %

The rule S/3 gives 33.3 % at S = 1, where it exceeds the true error by about a tenth. The simple formula 2SD/(1 + S/3) is still useful there: it differs from the exact K by the factor 1.300/1.333, or −2.5 %.

The opposite limit shows how the linear law fails. When λ is large, erf λ is close to 1, and squaring the equation for S gives S² ≈ (πq/2)exp(q). Taking logarithms,

q ≈ 2 ln S − ln(πq/2).

The exact growth constant then rises only logarithmically with S, while K_qs rises in proportion to S. A layer that must store much more metal than its front consumes cannot keep a nearly straight profile. This limit lies far from a compound with a narrow composition range.

**When the diffusivity depends on composition**

Let D(u) vary across the layer, with mean D̄ = ∫₀¹ D(u)du. Define θ(u) = (1/D̄)∫₀ᵘ D(v)dv, which runs from 0 to 1. The flux becomes −D̄Δc θ_x, and the first-moment argument goes through with Dc_x replaced by D̄Δc θ_x. The quasi-steady constant is 2SD̄, and again ε = 2Sm. To leading order θ, rather than u, is straight: θ = 1 − ξ.

Suppose D is 4D̄/3 at the metal side and 2D̄/3 at the front, varying linearly with u. Then D/D̄ = (2 + 2u)/3 and θ = (2u + u²)/3. Changing the integration variable from ξ = 1 − θ to u gives

m = ∫₀¹ (1 − θ)u(dθ/du)du
= (2/9)∫₀¹ (3 − 2u − u²)(u + u²)du.

The product in the integrand is 3u + u² − 3u³ − u⁴, whose integral is 3/2 + 1/3 − 3/4 − 1/5 = 53/60. Hence 2m = 53/135 = 0.393. The coefficient 1/3 thus holds for constant D, but not in general. At S = 0.05 this estimate gives ε = 1.96 %.

For a value beyond leading order, the diffusion equation was integrated in time on a grid of 100 intervals in ξ, with finite differences and an implicit stepping method. It started from a 2 nm layer with u = 1 − ξ, and K was read from the rise of s² between 300 and 600 s. With S and D̄ held fixed, the result is ε = 1.95 %. This twofold variation of D changes the correction by less than a fifth. A compound with a narrow range can show a far larger variation, because the chemical potential of the metal may fall by many times the thermal energy across it. Since 0 < u < 1, the moment obeys 0 < 2m < 1, so in general only 0 < ε < S is assured. At S = 0.05, a tenfold linear variation gives ε = 0.49 S when D is larger at the metal side and 0.22 S when it is larger at the front. With D proportional to 1/(u + 0.0068), about 150 times larger at the front, ε is 0.07 S, and the mirror-image form gives 0.68 S. Whatever the shape of D(u), an error in D̄ itself changes K in direct proportion.

**Is the correction worth making?**

For the example, several other effects compete with 1.66 % in K.

Temperature has a strong effect. Let D follow exp(−E/k_BT), with k_B the Boltzmann constant, E = 1.5 eV and S fixed. Raising T from 573 to 574 K multiplies K by exp[(E/k_B)(1/573 − 1/574)], an increase of 5.4 %. A temperature error of 0.31 K is enough to match ε.

A slow reaction at the front also matters. Let it obey cs s′ = k[c(s) − cs], where k is a velocity, and set L = D/k. To leading order in S, the concentration drop across the layer is cs s′s/D and the drop at the front is cs s′/k. Their sum is Δc, so

(s + L)s′ = SD.

Integrating from a starting thickness s₀, and using the exact K in place of 2SD, gives

s² − s₀² + 2L(s − s₀) ≈ Kt.

For L = 1 nm and s₀ = 2 nm this gives s = 75.9 nm. The barrier lowers s² by 2.5 %, more than the Stefan correction. The starting layer alone raises s² by about s₀²/(Kt) = 4/5902, or 0.07 %, which is negligible here.

Two further effects concern the coordinate and the moving species. If the volume of the silicide is proportional to its number of atoms, the layer is thicker than s by a fraction of about (0.10/3.00) × 1/2, or 1.7 %. With D held fixed in the silicon-tied coordinate, this raises the measured K by 3.3 %. If D is instead an interdiffusion coefficient given in ordinary lengths, converting it to this coordinate lowers it by nearly the same fraction, and the two changes almost cancel. Swelling stretches the quasi-steady and exact thicknesses almost equally, so it hardly affects their comparison, but a comparison with measured thickness must state which D was used. This applies to a profile that is straight in the silicon-tied coordinate. If the profile is instead taken as straight in ordinary lengths, with a constant interdiffusion coefficient and a metal balance at each front, the overestimate of K in this example is only about 0.6 %, and the S/3 correction should not be applied.

If silicon also diffuses, each silicon atom reaching the metal makes as much M₂Si as two metal atoms reaching the front. With the metal flux held fixed, a silicon flux equal to a fraction φ of it raises the growth rate by 2φ. A fraction φ = 0.83 % then matches ε.

The supply of metal sets a time limit. Take the metal density in the silicide as two thirds of that in the pure metal. The layer grown in 600 s has consumed

76.8 × (1 + 0.05/2) × 2/3 ≈ 52.5 nm

of metal. Consumption grows as √t, so a 60 nm film lasts 600 × (60/52.5)² ≈ 784 s. After that c0 is no longer held constant and neither law applies.

These parameters are round values placed roughly in the regime of metal-rich nickel silicide contacts on silicon, where nickel is the main moving species and layers of tens of nanometres form in minutes near 300 °C. They are not data for that compound. In the nickel–silicon system other silicides are stable on both sides of Ni₂Si, so its contacts with pure nickel and pure silicon are metastable, and c0 and cs need not be the limits read from the equilibrium phase diagram. The assumed range, from 66.7 to 67.7 at.% metal, may well be too wide. With S = 0.01 the overestimate would be 0.33 %. Real layers are polycrystalline, and transport along grain boundaries is hidden in the effective D. The storage behind the Stefan correction then also requires the grain interiors to follow the changing composition; if they do so only in part, the correction is smaller. The drift of D as grains grow, together with stress and the formation of a second silicide, is not sized here. For the example's activation energy, a temperature error of 1 K already moves the predicted K by about three times the Stefan correction.

The choice of method then depends on the use. If K has been measured and is used to predict thickness at the same temperature and boundary compositions, no Stefan correction is needed, because both laws are parabolic. This assumes that the front reaction and the starting layer have negligible effect. If K is calculated from D and S, the error in S enters in direct proportion at small S. In the example, the width of the composition range would have to be known to about 1.7 % of itself before the Stefan correction became the larger concern. Where the inputs are that good, or where S is larger but not above about 1, dividing 2SD by 1 + S/3 removes most of the error, provided that D varies little across the layer.
